# From LAPW Potential Components to the Field Gradient and Quadrupole Splitting: a numerical check

```python
"""Electric field gradient (EFG) from the l=2 potential at a nucleus.

Result under test: if phi = sum_M v_M r^2 Y_2M near the nucleus (complex
Condon-Shortley harmonics, phi for a positive unit charge, atomic units),
the traceless tensor V_ij follows from v_0, v_1, v_2 by efg_tensor().
Its principal values follow from m = sqrt(Tr V^2 / 6) and
a = arccos(|det V| / (2 m^3)) / 3:
    V_zz = sign(det V) 2 m cos a,   eta = sqrt(3) tan a.
The coupling constant is C_Q = e Q V_zz / h (Q: nuclear quadrupole moment),
and a spin-3/2 nucleus has the line nu = |C_Q| sqrt(1 + eta^2/3) / 2.
"""
import numpy as np
from math import factorial
from scipy.special import lpmv, erf
from scipy.constants import physical_constants, h, e

A0 = physical_constants["Bohr radius"][0]
HARTREE = physical_constants["Hartree energy"][0]
EFG_SI = physical_constants["atomic unit of electric field gradient"][0]
BARN = 1e-28
MHZ_PER_BARN_AU = HARTREE / h * BARN / A0**2 / 1e6


def efg_tensor(v0, v1, v2):
    c0 = np.sqrt(5 / np.pi)
    c = np.sqrt(15 / (2 * np.pi))
    xx = -c0 * v0 / 2 + c * v2.real
    yy = -c0 * v0 / 2 - c * v2.real
    xy, xz, yz = -c * v2.imag, -c * v1.real, c * v1.imag
    return np.array([[xx, xy, xz], [xy, yy, yz], [xz, yz, c0 * v0]])


def principal(V):
    """Trigonometric solution: m, a, (V_xx, V_yy, V_zz), eta."""
    m = np.sqrt(np.trace(V @ V) / 6)
    det = np.linalg.det(V)
    a = np.arccos(min(1.0, abs(det) / (2 * m**3))) / 3
    shifts = np.array([-2 * np.pi / 3, 2 * np.pi / 3, 0.0])
    return m, a, np.sign(det) * 2 * m * np.cos(a + shifts), np.sqrt(3) * np.tan(a)


# Quadrature on the unit sphere and projection of a potential on Y_2M
cos_t, w_t = np.polynomial.legendre.leggauss(24)
phis = np.arange(48) * 2 * np.pi / 48
CT, PH = np.meshgrid(cos_t, phis, indexing="ij")
ST = np.sqrt(1 - CT**2)
UNIT = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], axis=-1)
WEIGHT = w_t[:, None] * (2 * np.pi / 48) * np.ones_like(PH)


def harmonic(M):
    if M < 0:
        return (-1)**M * np.conj(harmonic(-M))
    norm = np.sqrt(5 / (4 * np.pi) * factorial(2 - M) / factorial(2 + M))
    return norm * lpmv(M, 2, CT) * np.exp(1j * M * PH)


def project(potential, r):
    values = potential(r * UNIT)
    return {M: np.sum(WEIGHT * np.conj(harmonic(M)) * values) / r**2
            for M in range(-2, 3)}


def tensor_from_projection(potential, r):
    v = project(potential, r)
    return efg_tensor(v[0].real, v[1], v[2])


# Test: distant point charges, whose tensor is known directly
charges = np.array([0.8, -1.1, 0.5])
places = np.array([[2.0, 1.5, 2.2], [-1.8, 2.4, 0.9], [0.7, -2.9, 1.6]])


def point_potential(x):
    return sum(q / np.linalg.norm(x - p, axis=-1) for q, p in zip(charges, places))


V_direct = sum(q * (3 * np.outer(p, p) - p @ p * np.eye(3)) / (p @ p)**2.5
               for q, p in zip(charges, places))
V_map = tensor_from_projection(point_potential, 0.5)
map_error = np.max(np.abs(V_map - V_direct))
assert map_error < 1e-11
v_proj = project(point_potential, 0.5)
for M in (0, 1, 2):
    assert abs(v_proj[-M] - (-1)**M * np.conj(v_proj[M])) < 1e-12

# Test: energy of a small neutral charge arrangement equals sum Q_ij V_ij / 6
s = 0.02 * np.array([0.5, -0.3, 0.8])
energy = point_potential(s) + point_potential(-s) - 2 * point_potential(0 * s)
Q_small = 2 * (3 * np.outer(s, s) - s @ s * np.eye(3))
assert abs(energy / (np.sum(Q_small * V_direct) / 6) - 1) < 5e-3  # O(s^2) rest

# Test: Gaussian clouds with charge density at the nucleus (limit and trace)
cloud_q = np.array([-1.0, -0.6])
cloud_p = np.array([[0.6, 0.3, 0.8], [-0.5, 0.9, 0.2]])


def cloud_potential(x):
    total = 0.0
    for q, p in zip(cloud_q, cloud_p):
        d = np.linalg.norm(x - p, axis=-1)
        total = total + q * erf(d) / d
    return total


step = 1e-3
axes = np.eye(3) * step
hessian = np.array([[(cloud_potential(a + b) - cloud_potential(a - b)
                      - cloud_potential(b - a) + cloud_potential(-a - b))
                     / (4 * step**2) for b in axes] for a in axes])
density0 = sum(q * np.pi**-1.5 * np.exp(-p @ p) for q, p in zip(cloud_q, cloud_p))
assert abs(np.trace(hessian) + 4 * np.pi * density0) < 2e-5
traceless = hessian - np.trace(hessian) / 3 * np.eye(3)
V_far = tensor_from_projection(cloud_potential, 0.06)
V_near = tensor_from_projection(cloud_potential, 0.03)
ratio = np.linalg.norm(V_far - traceless) / np.linalg.norm(V_near - traceless)
assert abs(ratio - 4) < 0.1  # remaining error falls as r^2
limit_error = np.max(np.abs((4 * V_near - V_far) / 3 - traceless))
assert limit_error < 1e-5  # finite-difference error of the Hessian

# Spin-3/2 Hamiltonian in the crystal frame, in MHz
spin = 1.5
Iz = np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)
Ip = np.diag(np.sqrt([3.0, 4.0, 3.0]), 1).astype(complex)
I_ops = [(Ip + Ip.T) / 2, (Ip - Ip.T) / 2j, Iz]


def quadrupole_levels(V, Q):
    H = np.zeros((4, 4), complex)
    for i in range(3):
        for j in range(3):
            sym = 1.5 * (I_ops[i] @ I_ops[j] + I_ops[j] @ I_ops[i])
            H += V[i, j] * (sym - (i == j) * spin * (spin + 1) * np.eye(4))
    # SI route: V_ij in V/m^2, Q in m^2
    H *= e * Q * BARN * EFG_SI / h / 1e6 / (6 * spin * (2 * spin - 1))
    return np.linalg.eigvalsh(H)


# Tests on random components: invariant, principal values, eta, line frequency
rng = np.random.default_rng(7)
for _ in range(200):
    x = rng.normal(size=5)
    w1, w2 = complex(x[1], x[2]), complex(x[3], x[4])
    V = efg_tensor(x[0], w1, w2)
    weight = x[0]**2 + 2 * abs(w1)**2 + 2 * abs(w2)**2
    assert np.isclose(np.trace(V @ V), 15 / (2 * np.pi) * weight, rtol=1e-11)
    eig = np.linalg.eigvalsh(V)
    eig = eig[np.argsort(np.abs(eig))]
    m, a, pv, eta = principal(V)
    assert np.allclose(pv, eig, atol=1e-6)
    assert abs(eta - (eig[0] - eig[1]) / eig[2]) < 1e-6
    assert -1e-9 <= eta <= 1 + 1e-9
    E = quadrupole_levels(V, 0.3)
    nu = MHZ_PER_BARN_AU * 0.3 * abs(eig[2]) / 2 * np.sqrt(1 + eta**2 / 3)
    assert abs(E[1] - E[0]) < 1e-8 and abs(E[3] - E[2]) < 1e-8
    assert np.isclose(E[2] - E[1], nu, rtol=1e-6)
    assert np.isclose(nu, MHZ_PER_BARN_AU * 0.3 * m, rtol=1e-6)

# Test: the conversion factor
assert abs(MHZ_PER_BARN_AU - 234.96) < 0.01

# Worked example with round model parameters
v0, v1, v2, Q = 0.40, 0.15 + 0.10j, -0.25 + 0.05j, 0.20
V = efg_tensor(v0, v1, v2)
m, a, (Vxx, Vyy, Vzz), eta = principal(V)
values, vectors = np.linalg.eigh(V)
axis = vectors[:, np.argmax(np.abs(values))]
axis = axis * np.sign(axis[np.argmax(np.abs(axis))])
assert np.allclose(V @ axis, Vzz * axis, atol=1e-8)
CQ = MHZ_PER_BARN_AU * Q * Vzz
levels = quadrupole_levels(V, Q)
nu = abs(CQ) / 2 * np.sqrt(1 + eta**2 / 3)
assert abs(levels[2] - levels[1] - nu) < 1e-5
assert V[2, 2] > 0 > Vzz

print(f"input v_0 = {v0:.2f} a.u.")
print(f"input v_1 = {v1.real:.2f} {v1.imag:+.2f} i a.u.")
print(f"input v_2 = {v2.real:.2f} {v2.imag:+.2f} i a.u.")
print(f"input Q = {Q:.2f} barn, spin I = {spin:.1f}")
print(f"sqrt(5/pi) = {np.sqrt(5/np.pi):.5f}")
print(f"sqrt(15/(2 pi)) = {np.sqrt(15/(2*np.pi)):.5f}")
for i, j, name in [(0, 0, "xx"), (1, 1, "yy"), (2, 2, "zz"),
                   (0, 1, "xy"), (0, 2, "xz"), (1, 2, "yz")]:
    print(f"crystal-frame V_{name} = {V[i, j]:.5f} a.u.")
print(f"sum over M of |v_M|^2 = {v0**2 + 2*abs(v1)**2 + 2*abs(v2)**2:.4f} a.u.")
print(f"Tr V^2 = {np.trace(V @ V):.5f} a.u.")
print(f"det V = {np.linalg.det(V):.6f} a.u.")
print(f"m = {m:.5f} a.u.")
print(f"|det V|/(2 m^3) = {abs(np.linalg.det(V))/(2*m**3):.5f}")
print(f"angle a = {np.degrees(a):.3f} degrees")
print(f"principal V_xx = {Vxx:.5f} a.u.")
print(f"principal V_yy = {Vyy:.5f} a.u.")
print(f"principal V_zz = {Vzz:.5f} a.u.")
print(f"principal V_zz = {Vzz*EFG_SI:.4e} V/m^2")
print(f"eta = {eta:.4f}")
print(f"principal z axis = ({axis[0]:.4f}, {axis[1]:.4f}, {axis[2]:.4f})")
print(f"its angle to crystal z = {np.degrees(np.arccos(abs(axis[2]))):.2f} degrees")
print(f"conversion factor = {MHZ_PER_BARN_AU:.4f} MHz/(barn a.u.)")
print(f"C_Q = {CQ:.3f} MHz")
print(f"wrong C_Q from crystal-frame zz = {MHZ_PER_BARN_AU*Q*V[2, 2]:.3f} MHz")
print(f"nu from C_Q and eta = {nu:.3f} MHz")
print(f"nu from spin Hamiltonian = {levels[2]-levels[1]:.3f} MHz")
print(f"point-charge test, largest error = {map_error:.1e} a.u.")
print(f"cloud test, trace of Hessian = {np.trace(hessian):.5f} a.u.")
print(f"cloud test, -4 pi density = {-4*np.pi*density0:.5f} a.u.")
print(f"cloud test, error ratio on halving r = {ratio:.3f}")
print(f"cloud test, error after extrapolation = {limit_error:.1e} a.u.")
print("no test failed")
```

Printed output:

```
input v_0 = 0.40 a.u.
input v_1 = 0.15 +0.10 i a.u.
input v_2 = -0.25 +0.05 i a.u.
input Q = 0.20 barn, spin I = 1.5
sqrt(5/pi) = 1.26157
sqrt(15/(2 pi)) = 1.54510
crystal-frame V_xx = -0.63859 a.u.
crystal-frame V_yy = 0.13396 a.u.
crystal-frame V_zz = 0.50463 a.u.
crystal-frame V_xy = -0.07725 a.u.
crystal-frame V_xz = -0.23176 a.u.
crystal-frame V_yz = 0.15451 a.u.
sum over M of |v_M|^2 = 0.3550 a.u.
Tr V^2 = 0.84750 a.u.
det V = -0.032598 a.u.
m = 0.37583 a.u.
|det V|/(2 m^3) = 0.30703
angle a = 24.040 degrees
principal V_xx = 0.07805 a.u.
principal V_yy = 0.60842 a.u.
principal V_zz = -0.68647 a.u.
principal V_zz = -6.6706e+21 V/m^2
eta = 0.7726
principal z axis = (0.9813, 0.0579, 0.1834)
its angle to crystal z = 79.43 degrees
conversion factor = 234.9648 MHz/(barn a.u.)
C_Q = -32.259 MHz
wrong C_Q from crystal-frame zz = 23.714 MHz
nu from C_Q and eta = 17.661 MHz
nu from spin Hamiltonian = 17.661 MHz
point-charge test, largest error = 1.5e-15 a.u.
cloud test, trace of Hessian = 1.20948 a.u.
cloud test, -4 pi density = 1.20949 a.u.
cloud test, error ratio on halving r = 4.004
cloud test, error after extrapolation = 9.4e-08 a.u.
no test failed
```
